Three f-sum rules and how they weight one oscillator

Q: A solid can be described by its absorption ε2, by its energy-loss function Im(-1/ε), or by its extinction coefficient κ. These curves can peak at very different frequencies. Why should the area under any of them, weighted by ω, know how many electrons there are?

A: Because that area is fixed by the response at very high frequency, which is the response at very short times. There each electron accelerates before the forces around it have had time to act.

I take fields varying as exp(-iωt), SI units, and a permittivity ε = ε1 + iε2 relative to vacuum. The medium is causal, isotropic and non-magnetic, and the wavelength is long enough for ε to depend on ω alone. The complex refractive index is N = n + iκ = √ε. The nuclei are held fixed.

Q: The electrons interact with each other and with the nuclei. How can they accelerate as if free?

A: Apply a field impulse E(t) = Jδ(t). An electron has charge -e, so the coupling energy is +eE(t)X, where X is the sum of the electron coordinates along the field. During the impulse this term dominates, and it multiplies the many-electron state by

exp(-ieJX/ħ).

This phase shifts every electron's momentum by -eJ. If all forces derive from potentials that depend on positions, the velocity operator of each electron is p/m, with or without interactions. The mean velocity, zero before the impulse, becomes -eJ/m just after it, and the mean displacement starts as -eJt/m. With n_e electrons per volume, all of them counted, the polarization is

P(t) = n_e(-e)(-eJt/m) = n_e e²Jt/m.

The susceptibility in time is defined by P(t) = ε0∫χ(t-t')E(t')dt', which here equals ε0Jχ(t). Therefore, at early times,

χ(t) = ω_p² t + …,  ω_p² = n_e e²/(ε0 m).

Interactions enter in the later terms. A potential that depends on velocity, or is non-local, adds a term to the velocity operator, and this prefactor is then no longer guaranteed.

Q: You defined χ by the total macroscopic field, but the impulse is applied from outside. The polarization makes a field of its own.

A: It does, but that field is proportional to P and so begins at order t. It changes the momentum at order t² and the displacement at order t³. The coefficient of t is the same for both definitions.

As a numerical test of the free initial drift, in a model that has interactions but no macroscopic polarization field, two interacting particles in an anharmonic well were given such an impulse. The initial drift corresponds to 1.99995 free particles, and the high-frequency polarizability of the same system to 1.99993. Both tend to 2 in the limits of zero time and infinite frequency; the small deficits are the first effect of the forces at the finite time and frequency used.

Q: How does a slope in time become a statement about frequency?

A: By two integrations by parts. For Im ω > 0,

ε(ω) - 1 = χ(ω) = ∫₀^∞ χ(t)e^{iωt}dt.

Let χ(t) stay bounded, as it does even in a conductor with a finite static conductivity. The boundary term at infinity then vanishes, and the one at t = 0 vanishes because χ(0) = 0. Since -1/(iω) = i/ω,

χ(ω) = (i/ω)∫₀^∞ χ'(t)e^{iωt}dt.

In the second integration the boundary term at t = 0 survives:

∫₀^∞ χ'(t)e^{iωt}dt = (i/ω)[χ'(0) + ∫₀^∞ χ''(t)e^{iωt}dt].

The product of the two prefactors is i²/ω² = -1/ω², so

χ(ω) = -(1/ω²)[ω_p² + ∫₀^∞ χ''(t)e^{iωt}dt].

I assume that χ'' is absolutely integrable. The last integral then tends to zero as |ω| → ∞, uniformly for Im ω ≥ 0: replace χ'' by a smooth function of finite extent with arbitrarily small integrated error, and integrate by parts once more. The result is

ε(ω) - 1 = -ω_p²/ω² + o(ω⁻²).

Q: That is one number in the tail. How does it fix an integral over the whole spectrum?

A: Through analyticity. Let F(ω) be analytic in the upper half-plane, with F(-ω*) = F(ω)*, with ωF finite at ω = 0, and with

F(ω) → -A/ω²

uniformly at large |ω|. Integrate ωF along the real axis from -R to R and back along the upper semicircle. No singularity is enclosed, so the total is zero. A small indentation at the origin contributes nothing, because ωF is finite there and the path length shrinks to zero.

On the large arc ω = Re^{iφ} and dω = iω dφ, so

∫_arc ωF dω → ∫₀^π (-A/ω)iω dφ = -iπA.

The real-axis part must therefore equal +iπA. By the symmetry of F, Re F is even and Im F is odd on the real axis. Hence ω Re F is odd and cancels, while ω Im F is even and doubles:

2i∫₀^∞ ω Im F dω = iπA,

∫₀^∞ ω Im F dω = πA/2.

The infinite integral is understood as the limit R → ∞.

Q: For ε - 1 I accept analyticity, since χ(t) vanishes before t = 0. But 1/ε has a pole wherever ε is zero, and √ε has a branch point there.

A: So one must show that ε has no zero in the upper half-plane. This is where passivity enters. It gives ε2 ≥ 0 for ω > 0, and I assume the strict form ε2 > 0, which also keeps zeros of ε off the real axis. An undamped line is treated as the limit of a damped one.

Take z in the upper half-plane and F = ε - 1. Cauchy's formula at z, and its vanishing counterpart at -z, which lies outside the contour, are

F(z) = (1/2πi)∫ F(x)/(x - z) dx,
0 = (1/2πi)∫ F(x)/(x + z) dx,

with x running along the real axis. The large arc gives nothing because F falls as 1/x². Add the two lines, using 1/(x - z) + 1/(x + z) = 2x/(x² - z²). The factor x makes the sum harmless at the origin, even for a conductor. The even part of F cancels again, and the odd part iε2 doubles:

ε(z) - 1 = (2/π)∫₀^∞ xε2(x)/(x² - z²) dx.

The imaginary part of the kernel is

Im[1/(x² - z²)] = Im(z²)/|x² - z²|².

In the open first quadrant Im(z²) = 2 Re z Im z > 0, so Im ε > 0. On the positive imaginary axis z = iy, the kernel is 1/(x² + y²), so ε is real and greater than 1. The second quadrant follows by reflection, with Im ε < 0.

Thus ε neither vanishes nor becomes real and negative in the upper half-plane. Both 1/ε and the root with positive real part are analytic there. At the origin ε tends to a static value above 1, or diverges in a conductor. In either case ω/ε and ω√ε tend to zero if ωε is finite. In an amplifying medium ε2 can be negative, and this argument gives no protection against zeros.

Q: Then what are the three areas, and do they share one prefactor?

A: Two do and the third does not. Write x = ε - 1, now a small quantity at high frequency. To leading order in x,

ε - 1 = x → -ω_p²/ω², so A = ω_p²,
1/ε - 1 = -x + … → +ω_p²/ω², so A = -ω_p²,
√ε - 1 = x/2 + … → -ω_p²/(2ω²), so A = ω_p²/2.

In the second case the lemma gives ∫ω Im(1/ε)dω = -πω_p²/2, and reversing the sign gives the loss function. Hence

∫₀^∞ ω ε2 dω = πω_p²/2,
∫₀^∞ ω Im(-1/ε) dω = πω_p²/2,
∫₀^∞ ω κ dω = πω_p²/4.

The halved prefactor of κ comes from the first term in the expansion of the square root.

Q: If the first two areas are equal, perhaps the two functions carry the same information in the same place.

A: Equal areas do not require that. The functions are related point by point. From -1/ε = -ε*/|ε|², and from squaring N, which gives ε2 = 2nκ,

Im(-1/ε) = ε2/|ε|²,  κ = ε2/(2n).

Relative to ε2, the loss function carries the weight 1/|ε|², and 2κ carries the weight 1/n. Let ⟨g⟩ be the average of g over frequency with weight ωε2. Dividing the second rule by the first, and twice the third by the first, gives

⟨1/|ε|²⟩ = 1,  ⟨1/n⟩ = 1.

The weights can be far from 1 at a given frequency, but these averages are fixed as long as ε2 > 0 at every frequency. If ε2 vanishes over an interval, the loss function can have a sharp line at a real zero of ε, and κ can be finite where ε is negative. The sum rules count these contributions, but an average weighted by ωε2 does not see them and can fall below 1.

Q: Show me this for one oscillator, where nothing can hide.

A: Let its resonance be ω0 and its damping γ:

ε = 1 + ω_p²/D,  D = ω0² - ω² - iγω.

Then ε = (D + ω_p²)/D, and

-1/ε = -D/(D + ω_p²) = -1 + ω_p²/(D + ω_p²).

With ω_L² = ω0² + ω_p², the last denominator is ω_L² - ω² - iγω. The loss function is therefore a line of the same form, strength and damping as ε2, with its resonance moved from ω0 to ω_L. The restoring force is stiffer because a longitudinal displacement u of the electrons gives P = -n_e e u and a field E = -P/ε0 = n_e e u/ε0. Its force on an electron, -eE = -mω_p²u, adds ω_p² to ω0².

Q: And κ? It has no obvious resonance denominator.

A: Let γ tend to zero. Then

ε = (ω_L² - ω²)/(ω0² - ω²),

which is negative between ω0 and ω_L. In this gap the index is purely imaginary:

κ = √[(ω_L² - ω²)/(ω² - ω0²)].

Outside the gap ε is positive and κ = 0. Substitute ω² = ω0² + ω_p² sin²θ, with θ from 0 to π/2. Then κ = cosθ/sinθ and ω dω = ω_p² sinθ cosθ dθ, so

ωκ dω = ω_p² cos²θ dθ,

∫ωκ dω = ω_p²·π/4.

The gap alone supplies the full sum. In the same limit ε2 collapses to a line at ω0 and the loss function to a line at ω_L, while κ fills the interval between them.

Q: In the gap ε2 goes to zero. How can κ be a reweighted ε2 there?

A: The index n goes to zero as well. Both are proportional to γ for small γ, and the ratio ε2/(2n) stays finite. Physically, a wave in the gap decays because it cannot propagate, and this needs very little absorption. The third rule counts that decay too.

Q: Let me see numbers with finite damping.

A: Take round model values, quoted as photon energies: ħω0 = 10 eV, ħω_p = 15 eV and ħγ = 1 eV. Then

ħω_L = √(10² + 15²) eV = √325 eV = 18.03 eV.

The right-hand sides, multiplied by ħ², are π·225/2 = 353.43 eV² for ε2 and for loss, and π·225/4 = 176.71 eV² for κ. Direct integration of the three spectra gives the same values. Read backwards, each area yields (ħω_p)² = 225 eV², and n_e = ε0 m ω_p²/e² is then 163.2 nm⁻³.

The fractions of each sum collected below a cutoff are:

cutoff: ε2, loss, κ
10 eV: 0.4412, 0.0031, 0.1269
12.5 eV: 0.8958, 0.0085, 0.5424
15 eV: 0.9365, 0.0264, 0.7821
20 eV: 0.9613, 0.8912, 0.9529
100 eV: 0.9936, 0.9935, 0.9936

Half of the sum is reached at 10.09 eV for ε2, at 12.16 eV for κ and at 18.09 eV for loss.

The local weights show how this happens. At 10 eV, D = -iγω, so ε = 1 + i·225/10 = 1 + 22.5i and

1/|ε|² = 1/(1 + 506.25) = 0.00197.

The strong absorption line is almost erased from the loss function. At 18.03 eV the same weight is 156.8, and the weak tail of ε2 becomes the loss peak. For κ the weight 1/n is 0.29 at 10 eV and 8.3 at 15 eV, inside the gap. Averaged with ωε2, both weights give 1.000000.

Q: Is the upward displacement peculiar to this oscillator?

A: No, provided it is measured by the second moment. Keep one more order in x:

2(√(1 + x) - 1) - x = -x²/4 + …,
[1 - 1/(1 + x)] - x = -x² + ….

The terms linear in x have cancelled. Since x² → ω_p⁴/ω⁴, the first difference tends to -ω_p⁴/(4ω⁴) and the second to -ω_p⁴/ω⁴. Multiply each by ω² and apply the lemma, with A = ω_p⁴/4 and A = ω_p⁴. On the real axis the imaginary parts of the differences are 2κ - ε2 and Im(-1/ε) - ε2, so

∫₀^∞ ω³(2κ - ε2)dω = πω_p⁴/8,
∫₀^∞ ω³[Im(-1/ε) - ε2]dω = πω_p⁴/2.

Dividing by the common area πω_p²/2 gives upward shifts of the mean ω² by ω_p²/4 for κ and by ω_p² for loss. These hold under the assumptions already made, whatever the shape of the spectrum. In the example they are 225/4 = 56.25 eV² and 225 eV². A test on a conductor with two further oscillators and the same total strength gives the same two numbers.

Q: Does each mean of ω² exist separately?

A: Not for a damped Lorentz line. At high frequency ε2 → γω_p²/ω³, so ω³ε2 tends to a constant and its integral diverges. The differences converge.

With the damping set exactly to zero the separate means exist. They are not limits of the damped means, which diverge for every γ > 0; only the differences carry over. For κ, the normalized weight is (4/π)cos²θ dθ, and ∫sin²θ cos²θ dθ over the gap is π/16, so

mean ω² = ω0² + ω_p²(4/π)(π/16) = ω0² + ω_p²/4.

Its square root is √(100 + 56.25) eV = 12.5 eV, between 10 eV for ε2 and 18.03 eV for loss.

Q: A measurement stops at some cutoff Ω. How much is lost?

A: For this oscillator with Ω far above ω_L, the missing part of the first sum is

∫_Ω^∞ γω_p²/ω² dω = γω_p²/Ω.

Divided by πω_p²/2, this is the fraction 2γ/(πΩ). The loss line has the same strength and damping, and κ → ε2/2 because n → 1, so to leading order all three fractions agree. At 100 eV the estimate is 2/(100π) = 0.0064, close to the missing fractions 0.0064, 0.0065 and 0.0064 read from the last row of the table. At 15 eV the cutoff lies between the lines, and the three partial sums would suggest very different electron numbers.

Q: In a real solid, deeper electrons absorb far above my window. Can I ignore them?

A: Not in the second and third rules. If their transitions lie far above the window, their effect inside it is approximately a constant background ε_b > 1. Let ω_p² now denote the strength of the transitions within the window. Above those transitions, but still in the model with constant ε_b,

ε → ε_b - ω_p²/ω²,
1/ε → 1/ε_b + ω_p²/(ε_b²ω²),
√ε → √ε_b - ω_p²/(2√ε_b ω²).

Subtracting the real constants leaves the imaginary parts unchanged, and the lemma gives

∫ω ε2 dω = πω_p²/2,
∫ω Im(-1/ε) dω = πω_p²/(2ε_b²),
∫ω κ dω = πω_p²/(4√ε_b).

For ε_b = 2 the example gives 353.43 eV², 353.43/4 = 88.36 eV² and 176.715/√2 = 124.96 eV². Read with the vacuum prefactors, the loss sum would report one quarter of the strength in the window, and the κ sum about 71 percent. That strength is not in general a count of the outer electrons, even for ε2: the rules fix only the total over all electrons. For independent electrons, transitions between two occupied levels are forbidden. This removes a positive term from the share of the deeper level and a negative term of equal size from the share of the outer one, so strength moves from the deep electrons to the outer ones. The full rules are recovered when the integration includes the deeper transitions, because ε then returns to 1 at high frequency. The numerical check evaluates the three sums with constant ε_b directly from the spectra.

Calculated quantities

```
Oscillator energy: 10.0 eV
Plasma energy: 15.0 eV
Damping energy: 1.0 eV
Displaced loss energy wL: 18.028 eV
Electron density implied by wp: 163.18 nm^-3
Two-particle count from kick (pure number): 1.99995
Two-particle count from tail (pure number): 1.99993
Full sum eps2: one oscillator 353.429, conductor 353.429 eV^2
Full sum loss: one oscillator 353.429, conductor 353.429 eV^2
Full sum kappa: one oscillator 176.715, conductor 176.715 eV^2
Accumulated fractions (pure numbers): cutoff, eps2, loss, kappa
    5.0 eV: 0.0037  0.0003  0.0019
   10.0 eV: 0.4412  0.0031  0.1269
   12.5 eV: 0.8958  0.0085  0.5424
   15.0 eV: 0.9365  0.0264  0.7821
   18.0 eV: 0.9546  0.4446  0.9331
   20.0 eV: 0.9613  0.8912  0.9529
   30.0 eV: 0.9770  0.9712  0.9758
  100.0 eV: 0.9936  0.9935  0.9936
Half-sum energy eps2: 10.093 eV
Half-sum energy loss: 18.087 eV
Half-sum energy kappa: 12.159 eV
Local weights (pure numbers): energy, n, 1/n, 1/|eps|^2
   5.000 eV: 1.9973  0.5007  0.06276
  10.000 eV: 3.4294  0.2916  0.00197
  15.000 eV: 0.1199  8.3421  1.55012
  18.028 eV: 0.2077  4.8155  156.76923
Mean 1/n with weight w*eps2 (pure number): 1.000000
Mean 1/|eps|^2, same weight (pure number): 1.000000
Second-moment shifts, one oscillator: kappa 56.250, loss 225.000 eV^2
Second-moment shifts, conductor: kappa 56.250, loss 225.000 eV^2
Zero-damping kappa: root mean square energy 12.500 eV
Zero-damping kappa fraction below 14.0 eV: 0.7680
Same fraction at damping 0.001 eV: 0.7679
Missing fraction estimate beyond 100 eV: 0.00637
Background permittivity (pure number): 2.0
Sum with background, eps2: 353.429 eV^2
Sum with background, loss: 88.357 eV^2
Sum with background, kappa: 124.956 eV^2
```
